# Ion energy distribution behind a linear-field sheath with charge exchange, part 2

Ions cross a planar, steady dc sheath and reach the wall with kinetic energy \(W\), whose distribution is sought. The plasma edge is at \(x=0\) and the wall at \(x=s\). Singly charged ions of charge \(e>0\) and mass \(M\) enter along the normal, all with energy \(W_0>0\). The sheath voltage is \(V_0\), and the potential \(\phi\) and field \(E\) are imposed, not computed from the ion density:

\[
\phi(x)=-V_0\,\frac{x^2}{s^2},\qquad
E(x)=-\frac{d\phi}{dx}=\frac{2V_0x}{s^2}.
\tag{2}
\]

The only collisions are resonant charge exchanges with cold gas, with a mean free path \(\lambda\) independent of energy. Each turns a fast ion into a fast atom and creates a new ion at rest at the same place. There is no ionization or ion loss in the sheath, so the ion flux \(\Gamma\) is the same at every depth.

The distribution per arriving ion is \(F(W)=f(w)/(eV_0)\) in energy units, with \(w=W/(eV_0)\). It counts arrivals per unit time, not ions per unit volume. It has two parts. The continuum \(f_{\rm c}(w)\) belongs to ions that have collided; it was found by changing variable from the place of last birth to the arrival energy. Its upper end, the edge at \(w=1\), diverges but has a finite integral. The line, written with the Dirac function \(\delta(\cdot)\), belongs to ions that never collided and lies at the energy \(eV_0+W_0\).

The numerical case has \(V_0=200\) V, \(s=5.0\) mm, \(W_0=2.0\) eV, gas pressure 5.0 Pa, gas temperature \(T=300\) K and exchange cross section \(5.0\times10^{-19}\ {\rm m^2}\). These give \(\lambda=1.657\) mm, \(a=s/\lambda=3.018\) and \(e^{-a}=0.0489\). The Boltzmann constant is \(k_{\rm B}\).

## Fractions, mean energies and limits of validity

The symbols carried over are the scaled energy \(w=W/(eV_0)\), the scaled entry energy \(w_0=W_0/(eV_0)\), the ratio \(a=s/\lambda\) of sheath width to mean free path, and the scaled depth \(\xi=x/s\) measured from the plasma edge. An ion last born at rest at scaled depth \(\eta\) reaches the wall with \(w=1-\eta^2\). Births occur at the rate \(a\,d\eta\) per unit ion flux, and an ion born at \(\eta\) survives to the wall with probability \(e^{-a(1-\eta)}\). The flux distribution per arriving ion is

\[
f(w)=\frac{a}{2\sqrt{1-w}}\,e^{-a(1-\sqrt{1-w})}\quad(0<w<1),\qquad\text{plus}\quad e^{-a}\,\delta(w-1-w_0).
\tag{16}
\]

The fraction \(S(w)\) of ions arriving with more than a given energy \(w<1\) can be read off without integration. An ion exceeds \(w\) if it was last born at a depth less than \(\sqrt{1-w}\), or if it never collided. Both cases amount to the same condition, that no exchange takes place between \(\sqrt{1-w}\) and the wall. Hence

\[
S(w)=e^{-a\left(1-\sqrt{1-w}\right)},\qquad 0\le w<1 .
\tag{17}
\]

Differentiation confirms it. The derivative of \(\sqrt{1-w}\) is \(-1/(2\sqrt{1-w})\), so \(-dS/dw=\dfrac{a}{2\sqrt{1-w}}\,S(w)\), which is the continuum in (16). At \(w=0\) the fraction is 1, so the distribution is normalized. As \(w\to1\) it tends to \(e^{-a}\), the weight of the line. It keeps that value up to \(1+w_0\) and is zero beyond.

Equation (17) shows what an analyser of limited resolution records. Suppose that everything above \(w=1-\delta\) is collected as one peak. Its weight is

\[
S(1-\delta)=e^{-a(1-\sqrt{\delta})}=e^{-a}\,e^{a\sqrt{\delta}} .
\tag{18}
\]

The apparent unscattered fraction is too large by the factor \(e^{a\sqrt\delta}\). The square root makes this error decrease slowly as the window is narrowed: a window four times narrower only halves the exponent. In the numerical case, a window from 190 eV upward has \(\delta=10/200=0.05\) and \(\sqrt\delta=0.2236\). It collects

\[
0.0489\times e^{3.018\times0.2236}=0.0489\times1.964=0.0960
\]

of the ions, nearly twice the true weight of the line. If this fraction were taken for \(e^{-a}\), one would infer \(a(1-\sqrt\delta)=3.018\times0.7764=2.34\) instead of 3.02, and hence too long a mean free path. Since the line and the edge lie \(W_0\) apart, showing them as separate peaks takes an energy resolution of about the entry energy or finer, here about 2 eV.

The shape of the continuum follows from its logarithmic derivative. With \(u=\sqrt{1-w}\), which is the scaled birthplace, \(\ln f_{\rm c}=\ln(a/2)-\ln u-a+au\). Since \(du/dw=-1/(2u)\),

\[
\frac{d\ln f_{\rm c}}{dw}=\left(-\frac1u+a\right)\left(-\frac{1}{2u}\right)=\frac{1}{2u}\left(\frac1u-a\right).
\tag{19}
\]

For \(a>1\) this is negative while \(u>1/a\) and positive when \(u<1/a\). The continuum therefore has a minimum at

\[
w_{\min}=1-\frac{1}{a^2},\qquad f_{\rm c}(w_{\min})=\frac{a}{2}\,a\,e^{-a(1-1/a)}=\frac{a^2}{2}\,e^{1-a}.
\tag{20}
\]

The ions at the minimum are those born at \(u=1/a\), that is, at \(x=\lambda\), one mean free path from the plasma edge. Two effects balance there. Going towards the plasma lowers the chance of survival, and it also compresses more birthplaces into each energy interval. For \(a\le1\) one has \(1/u\ge1\ge a\) throughout, and the continuum rises from \(w=0\) to the edge. In the numerical case \(1/a^2=0.110\), so the minimum is at \(200\times(1-0.110)=178\) eV, with \(F=3.03\times10^{-3}\ {\rm eV^{-1}}\).

The mean energy follows from \(S\). For a non-negative quantity the mean is the integral of the fraction exceeding each value, because an ion of energy \(w\) contributes 1 to that fraction over a range of length \(w\). Thus

\[
\langle w\rangle=\int_0^1S(w)\,dw+\int_1^{1+w_0}e^{-a}\,dw .
\]

In the first integral put \(w=1-u^2\), so that \(dw=-2u\,du\) and the limits 0 and 1 become 1 and 0. Reversing them absorbs the sign:

\[
\int_0^1S\,dw=2e^{-a}\int_0^1u\,e^{au}\,du
=2e^{-a}\left[\left(\frac{u}{a}-\frac{1}{a^2}\right)e^{au}\right]_0^1
=2e^{-a}\left[\left(\frac1a-\frac1{a^2}\right)e^{a}+\frac{1}{a^2}\right].
\]

Multiplying out and adding the second integral, \(w_0e^{-a}\), gives

\[
\langle w\rangle=\frac{2}{a}-\frac{2\left(1-e^{-a}\right)}{a^2}+w_0\,e^{-a}.
\tag{21}
\]

For \(a\ll1\), insert \(1-e^{-a}=a-a^2/2+a^3/6-\dots\). The terms in \(1/a\) cancel, and \(\langle w\rangle\simeq1-a/3+w_0(1-a)\), which tends to the full energy \(1+w_0\). For \(a\gg1\) the leading term is \(2/a\). In the numerical case the three terms are \(0.663\), \(-0.209\) and a small contribution from entry, and the mean is

\[
\langle W\rangle=200\ {\rm eV}\times(0.663-0.209)+2\ {\rm eV}\times0.0489\simeq 90.9\ {\rm eV}.
\]

A fraction 0.413 of the ions arrives with more than 100 eV.

The energy that the ions do not bring to the wall has gone into fast atoms. Each unit of charge crosses the full voltage, because an exchange passes it from one ion to another at the same place. The field therefore does the work \(eV_0\) per arriving ion, however many exchanges occur. The entering ion adds \(W_0\), and the cold gas adds nothing. In scaled form the energy given to fast atoms, counted where they are created, is

\[
w_{\rm n}=1+w_0-\langle w\rangle .
\tag{22}
\]

The same follows locally. Let \(m(\xi)\) be the mean scaled energy of the ion flux at depth \(\xi\). Over \(d\xi\) it gains \(2\xi\,d\xi\) from the field and loses \(a\,m\,d\xi\) to atoms, since the constant mean free path makes fast and slow ions equally likely to collide per unit length. Integrating \(dm/d\xi=2\xi-am\) from 0 to 1 gives \(\langle w\rangle-w_0=1-\int_0^1a\,m\,d\xi\), and the last integral is \(w_{\rm n}\). In the numerical case the atoms receive \(202.0-90.9=111.1\) eV per arriving ion, more than the ions retain. How much of this reaches the wall depends on collisions of the atoms, which are outside the model.

When the sheath is many mean free paths wide, most arriving ions were born close to the wall, and \(w\) is of order \(1/a\). The expansion \(1-\sqrt{1-w}=w/2+w^2/8+\dots\) then gives

\[
f(w)\simeq\frac a2\,e^{-aw/2},\qquad
\frac{2eV_0}{a}=e\,\frac{2V_0}{s}\,\lambda=eE(s)\,\lambda .
\tag{23}
\]

The distribution is exponential, and its energy scale is the work done by the wall field over one mean free path. The first correction shows how fast this limit is reached. Put \(w=2t/a\) with \(t\) of order one. The prefactor \(1/\sqrt{1-w}\) contributes \(1+w/2=1+t/a\), and the next term in the exponent contributes \(-aw^2/8=-t^2/(2a)\). The ratio of the continuum to the exponential law is therefore

\[
1+\frac{t}{a}-\frac{t^2}{2a}+O(a^{-2}).
\tag{24}
\]

At \(t=1\) this is \(1+1/(2a)\), an excess of 1.25 % at \(a=40\) and 0.125 % at \(a=400\). Direct evaluation gives 1.29 % and 0.125 %, relative to the exponential law. The numerical case with \(a\simeq3\) is far from this limit: \(eE(s)\lambda\) is 133 eV, with \(E(s)=80\) kV/m, whereas the mean energy is 91 eV. An exponential with a scale of 133 eV would extend well past the highest energy available.

The weight of the line depends exponentially on pressure. With \(s\) and \(V_0\) held fixed, \(a\) is proportional to pressure, and doubling the pressure squares \(e^{-a}\). The weight is 0.221 at 2.5 Pa, 0.0489 at 5 Pa and 0.0024 at 10 Pa. In a discharge the sheath width generally changes with pressure as well, and the value of \(a\) must then be formed with the actual \(s\).

These formulas were compared with a particle simulation that advances each ion in time under the linear force and applies the collision probability \(1-e^{-a\,\Delta\xi}\) for the scaled path \(\Delta\xi\) covered in each step. It uses neither the birthplace density nor the change of variable. At \(a=3.018\), with 80 000 ions, it gives a line weight of 0.0476 (formula 0.0489), a mean ion energy of 90.7 eV (90.9 eV), 111.3 eV for the fast atoms (111.1 eV) and a fraction 0.4124 above 100 eV (0.4132). Above 190 eV it gives 0.0927, against 0.0960 from (17). This last difference, 0.0033, is about three times the binomial standard error of \(\sqrt{0.096\times0.904/80000}\simeq0.001\), which is more than one would usually expect from chance. A single run does not show whether it is a fluctuation or an effect of the finite time step. The tests required agreement within 0.009 for the fractions above five energies and within 0.006 for the line weight, at \(a=3.018\) and at \(a=8\). At \(a=8\) the line weight is only \(e^{-8}\simeq0.0003\), far below the tolerance, so the line itself is tested only at \(a=3.018\). The simulation supports the formulas to that accuracy and no further.

The assumed linear field can be checked against the ion density that it produces. Gauss's law with (2) requires the net charge density

\[
\rho=\varepsilon_0\,\frac{dE}{dx}=\frac{2\varepsilon_0V_0}{s^2},
\tag{25}
\]

where \(\varepsilon_0\) is the vacuum permittivity. This density is the same at all depths. The ion density that the model itself implies can be calculated, since each group of ions contributes its flux divided by its speed. In units of \(v_0=\sqrt{2eV_0/M}\) the speed is \(\sqrt w\). At depth \(\xi\), uncollided ions have \(w=w_0+\xi^2\), and ions born at \(\eta\) have \(w=\xi^2-\eta^2\). Therefore

\[
n(\xi)=\frac{\Gamma}{v_0}\left[\frac{e^{-a\xi}}{\sqrt{\xi^2+w_0}}+a\int_0^\xi\frac{e^{-a(\xi-\eta)}}{\sqrt{\xi^2-\eta^2}}\,d\eta\right].
\]

The substitution \(\eta=\xi\sin\theta\) has \(d\eta=\xi\cos\theta\,d\theta\) and \(\sqrt{\xi^2-\eta^2}=\xi\cos\theta\). These factors cancel, which removes the singularity at \(\eta=\xi\):

\[
n(\xi)=\frac{\Gamma}{v_0}\left[\frac{e^{-a\xi}}{\sqrt{\xi^2+w_0}}+a\int_0^{\pi/2}e^{-a\xi(1-\sin\theta)}\,d\theta\right].
\tag{26}
\]

The simulation reproduces this density, averaged over two slabs centred at \(\xi=0.5\) and \(\xi=0.9\), within the required 2.5 %. In the numerical case the density at mid-sheath is 1.51 times that at the wall. The potential at mid-sheath is already \(V_0/4=50\) V below that of the plasma edge. If the electrons have a temperature of a few electronvolts and follow a Boltzmann law, they are too few there to make up the difference. The linear field is then an approximation to the true one and not a self-consistent solution. The error is not small. If Gauss's law is solved with the ion density that the field itself produces, without electrons, with zero field at the edge and the same \(s\), \(V_0\) and \(a\), the continuum keeps its minimum and its rise at the edge. However, the mean ion energy falls from 91 to about 82 eV, the minimum moves from 178 to about 185 eV, and the fraction above 190 eV falls from 0.096 to about 0.080.

The consequences of a different field can be stated generally. Let the potential fall from the plasma edge to depth \(\eta\) be \(V_0\psi(\eta)\), with \(\psi\) increasing from 0 to 1. An ion born at \(\eta\) arrives with \(w=1-\psi(\eta)\), and the steps that led to (16) give

\[
f_{\rm c}(w)=\frac{a\,e^{-a(1-\eta)}}{\psi'(\eta)},\qquad \psi(\eta)=1-w .
\tag{27}
\]

For \(\psi=\eta^2\) this is the continuum in (16). The line keeps its weight \(e^{-a}\) and its position for any such \(\psi\), while the continuum changes with the local field through \(\psi'\). For a constant mean free path, an error in the assumed field thus distorts the continuum but not the unscattered fraction, provided \(s\) is right; the position of the line also needs the right \(V_0\). With an energy-dependent mean free path the weight of the line depends on the shape of the field as well.

Other assumptions affect the line as well. If the mean free path depends on energy, an uncollided ion at depth \(x\) has the definite energy \(W_0+eV_0x^2/s^2\), and its survival probability becomes \(\exp[-\int_0^s dx/\lambda(W(x))]\). The line weight is still easily found, but the birth rate is no longer uniform and the continuum must be recalculated. Ionization in the sheath would add births without removing ions. Elastic scattering would remove ions from the line and deflect them.

Within the model every ion arrives along the normal, since the field has no transverse component and each new ion starts at rest. Gas at temperature \(T\) gives new ions a transverse energy \(W_\perp\) of order \(k_{\rm B}T\), which the field leaves unchanged. If \(W\) is the energy of the normal motion at the wall, the angle from the normal obeys

\[
\tan\theta_{\rm w}=\sqrt{W_\perp/W},
\tag{28}
\]

and is small unless \(W\) is comparable with \(k_{\rm B}T\). The slowest ions, born next to the wall, are thus the most oblique. The thermal motion along the normal also shifts arrival energies by amounts of order \(k_{\rm B}T\). This blurs the edge at \(w=1\) over a range of order \(k_{\rm B}T/(eV_0)\), and in that range some new ions have enough backward speed to return to the plasma. The line remains distinct from the blurred edge as long as \(W_0\) is well above \(k_{\rm B}T\) and the energy spread of the entering ions is smaller than \(W_0\). In a real discharge the second condition can fail, because charge exchange in the plasma ahead of the sheath also spreads the entry energies. The values quoted for the numerical case are collected in the numerical output below.

## Computed results

```
sheath voltage V0                  200 V
sheath width s                     5.0 mm
entry energy W0                    2.0 eV
gas pressure                       5.0 Pa
gas temperature                    300 K
charge-exchange cross section      5.0e-19 m^2
gas density                        1.2072e+21 m^-3
mean free path                     1.6568 mm
a = s/mfp                          3.0179
field at wall                      80.0 kV/m
peak position                      202.0 eV
peak weight exp(-a)                0.04890
continuum at   0 eV               7.545e-03 per eV
continuum at  10 eV               7.171e-03 per eV
continuum at  50 eV               5.815e-03 per eV
continuum at 100 eV               4.408e-03 per eV
continuum at 150 eV               3.337e-03 per eV
continuum at 190 eV               3.240e-03 per eV
continuum at 199 eV               6.459e-03 per eV
continuum minimum at               178.04 eV
continuum value at minimum         3.027e-03 per eV
fraction above 190 eV, with peak   0.09603
that fraction / peak weight        1.9637
fraction above 100 eV, with peak   0.41316
mean ion energy                    90.87 eV
fast-neutral energy per ion        111.13 eV
energy scale 2 e V0/a              132.54 eV
peak weight at  2.5 Pa, same s, V0 0.22114
peak weight at 10.0 Pa, same s, V0 0.00239
ion density ratio n(s/2)/n(s)      1.508
exponential law error, a=40, w=2/a  1.29 %
exponential law error, a=400, w=2/a 0.125 %
simulated ions per run             80000
simulated peak weight              0.0476
simulated mean ion energy          90.7 eV
simulated neutral energy per ion   111.3 eV
simulated fraction above 100 eV    0.4124
simulated fraction above 190 eV    0.0927
```
